# Singlet–triplet splitting of a germanium donor from equal valley coupling

An effective-mass calculation for one valley of germanium gives one donor 1s energy. To include the coupling between valleys, a matrix element must be put in, and it may have to be chosen so that the levels come out a given distance apart. The decision is what fraction of that distance to enter. With four equally coupled valleys it is one quarter: a coupling of 1 meV separates the levels by 4 meV. A second decision is which resulting level to compare with the one-valley energy, and the answer depends on where the coupling comes from.

## The four states and the conventions

The conduction-band minima of germanium lie at the L points, where the $\langle111\rangle$ directions meet the zone boundary. There are eight such directions, but L and $-$L differ by a reciprocal lattice vector and are the same point. This leaves four valleys, with axes

$$1:(1,1,1),\quad 2:(1,-1,-1),\quad 3:(-1,1,-1),\quad 4:(-1,-1,1).$$

Each valley supplies one 1s donor state $\varphi_i$, a band state at L multiplied by a slowly varying envelope. The $\varphi_i$ are taken as orthonormal. Spin-orbit coupling is left out, so spin merely doubles each level found below. Mixing with higher donor states is either neglected or absorbed into the matrix elements.

Let $H_{ij}=\langle\varphi_i|H|\varphi_j\rangle$. The common diagonal element is $E_0$, and the coupling of a pair is written

$$H_{ij}=-v\qquad(i\neq j).$$

With this sign, a positive $v$ favours a combination in which all four states have the same sign.

## First derivation: solve the matrix equation

Assume that all six pairs have the same matrix element $-v$. Hermiticity requires $H_{ji}=H_{ij}^*$. Since both elements equal $-v$, the number $v$ is real.

Write a donor state as $\psi=\sum_j c_j\varphi_j$. The eigenvalue equation for component $i$ is

$$E_0c_i-v\sum_{j\neq i}c_j=Ec_i.$$

Let $S=c_1+c_2+c_3+c_4$. The sum over the other three components is $S-c_i$, so

$$E_0c_i-v(S-c_i)=Ec_i
\quad\Longrightarrow\quad
(E-E_0-v)c_i=-vS. \tag{1}$$

Add the four equations. The left side gives $(E-E_0-v)S$. The right side is the same for each $i$ and gives $-4vS$:

$$(E-E_0-v)S=-4vS. \tag{2}$$

There are two cases.

If $S\neq0$, division of (2) by $S$ gives

$$E_S=E_0+v-4v=E_0-3v.$$

For $v\neq0$, putting this energy into (1) gives $-4vc_i=-vS$, or $c_i=S/4$. All components are equal, so there is one such state. Normalization makes each component $1/2$:

$$\psi_S=\tfrac12(\varphi_1+\varphi_2+\varphi_3+\varphi_4).$$

If $S=0$, equation (1) becomes $(E-E_0-v)c_i=0$ for every $i$. At least one $c_i$ is nonzero, so

$$E_T=E_0+v.$$

The condition $S=0$ is one linear restriction on four components. It leaves three independent states, which form the triplet. The separation is

$$\boxed{E_T-E_S=(E_0+v)-(E_0-3v)=4v.}$$

The factor has a simple reading. In the singlet, each valley receives $-v$ from each of its three partners. In the triplet, the other three amplitudes add up to $-c_i$, which turns the coupling into a shift of $+v$. The distance is $3v+v$. The mean of the four energies is $[(E_0-3v)+3(E_0+v)]/4=E_0$, as the trace of the matrix requires.

If $v>0$, the singlet is lowest. If $v<0$, the triplet is lowest and the distance is $4|v|$.

## Second derivation: use the mirror planes

Now do not assume that the six couplings are equal. Assume instead that the donor replaces a germanium atom and keeps the tetrahedral symmetry of its site.

With the donor at the origin, the reflection $(x,y,z)\to(y,x,z)$ exchanges axes 2 and 3 and leaves 1 and 4 in place. The reflection $(x,y,z)\to(-y,-x,z)$ exchanges axes 1 and 4 and leaves 2 and 3 in place. The corresponding reflections for the other two coordinate pairs complete a set of six mirrors, one for each pair of valleys.

A symmetry operation could also multiply a state by a sign. We assume that each $\varphi_i$ is unchanged by the operations that keep its own axis in place. The four phases can then be chosen by letting the symmetry operations carry $\varphi_1$ into the other three, and the mirrors exchange the states without signs.

Consider the mirror that exchanges valleys 1 and 2. A combination that is odd under it must satisfy

$$(c_2,c_1,c_3,c_4)=-(c_1,c_2,c_3,c_4).$$

Hence $c_2=-c_1$ and $c_3=c_4=0$. Apart from a factor, there is one odd state:

$$d_{12}=\frac{\varphi_1-\varphi_2}{\sqrt2}.$$

The Hamiltonian commutes with the mirror, so $Hd_{12}$, taken within the manifold, is odd too. It must be a multiple of $d_{12}$. Thus $d_{12}$ is an eigenstate, and its energy is its expectation value:

$$E_T=\tfrac12(H_{11}+H_{22}-H_{12}-H_{21}).$$

The mirror makes $H_{11}=H_{22}=E_0$ and $H_{12}=H_{21}$. With Hermiticity, the latter makes $H_{12}$ real. Calling this one element $-v$, we find

$$E_T=\tfrac12(2E_0+2v)=E_0+v.$$

The mirror that exchanges valleys 2 and 3 turns $d_{12}$ into $d_{13}$, and the one that exchanges 2 and 4 turns it into $d_{14}$. These states have the same energy. They are independent, because $\varphi_2$, $\varphi_3$ and $\varphi_4$ each occur in one of them alone. This is the triplet.

The fourth eigenstate can be chosen orthogonal to all three. Orthogonality to $d_{12}$, $d_{13}$ and $d_{14}$ gives $c_1=c_2=c_3=c_4$, so it is $\psi_S$. Its energy follows from the trace. The mirrors make all four diagonal elements equal to $E_0$, and therefore

$$E_S+3E_T=4E_0
\quad\Longrightarrow\quad
E_S=4E_0-3(E_0+v)=E_0-3v.$$

Again $E_T-E_S=4v$.

## What each derivation assumes

The first derivation takes six equal numbers as its premise. It needs no symmetry and would hold if the equality were accidental, but it does not say why a donor should have equal couplings.

The second starts from the symmetry of the site and needs the value of one coupling. Equality of the rest is a consequence: a mirror exchanging 2 and 3 carries $H_{12}$ into $H_{13}$, and further exchanges reach every pair. It also shows where failure becomes possible: if the surroundings of the donor lose these mirrors, this argument no longer guarantees equal couplings.

Both use orthonormal states and a manifold closed under $H$. Neither fixes the size or sign of $v$.

Equal magnitudes are not enough for the first derivation. Reversing the sign of a basis state, say $\varphi_1\to-\varphi_1$, reverses the three couplings that contain it, but also reverses $c_1$, and no energy changes. Reversing the coupling of a single pair is different. Let $H_{12}=+v$ and keep the other five at $-v$. The combination $\varphi_1-\varphi_2$ then has energy $E_0-v$, and $\varphi_3-\varphi_4$ has energy $E_0+v$. The remaining states have components $(p,p,q,q)$. With $E=E_0-\lambda v$, they obey

$$-p+2q=\lambda p,\qquad 2p+q=\lambda q.$$

A nonzero solution requires $(-1-\lambda)(1-\lambda)-4=0$, or $\lambda^2=5$. The levels are $E_0\pm v$ and $E_0\pm\sqrt5\,v$: four separate levels and no triplet.

## A coupling made at the donor site

The effective-mass potential varies slowly and couples distant valleys weakly. A short-range difference between the donor and the host atom, the central-cell potential, can couple them more strongly. Model it as an extra energy $-W$ on the donor site of a lattice, with $W>0$. By symmetry the four valley states have the same amplitude $\varphi(0)$ there, taken as real. To first order in $W$, every matrix element changes by the same amount:

$$\delta H_{ij}=-W\varphi(0)^2,\qquad i=j\ \text{included}.$$

Thus $E_0$ falls by $W\varphi(0)^2$ and $v$ rises by $W\varphi(0)^2$. The level shifts are

$$\delta E_S=\delta E_0-3\,\delta v=-4W\varphi(0)^2,\qquad
\delta E_T=\delta E_0+\delta v=0.$$

The singlet has amplitude $4\varphi(0)/2=2\varphi(0)$ on the site, which gives the same factor of four. The triplet stays put for any $W$ in this model, because $d_{12}$ is odd under a mirror through the donor and must vanish on the donor site.

This settles the second decision. If the coupling comes from such a site term, the triplet is the level to compare with the calculation that omits it. The mean energy $E_0$ has itself been lowered. The rule requires the term to be confined to the donor site. A real central-cell potential has a finite range, and the triplet does not vanish on the neighbouring sites. In the lattice model of the next section (cube of side $8a$), the term $-100\ \text{meV}\,e^{-(r/0.5a)^2}$ lowers the triplet by 1.12 meV and the singlet by 4.38 meV. An attraction of 20 meV on the twelve nearest neighbours alone lowers the triplet by 1.68 meV and the singlet by only 0.003 meV, which makes $v$ negative. For a real donor the triplet is therefore only approximately the unshifted level.

## A lattice donor with four L valleys

The following model has the valley arrangement of germanium but round parameters, so its energies are not predictions for a germanium donor. It has one orbital on each site of a face-centred cubic lattice with cubic constant $a$. The hopping elements are $h_1=-50$ meV to nearest neighbours and $h_2=100$ meV to second neighbours, at distance $a$. The band energy is

$$\begin{aligned}
E(\mathbf k)={}&4h_1\left(C_xC_y+C_yC_z+C_zC_x\right)\\
&+2h_2\left(\cos k_xa+\cos k_ya+\cos k_za\right),
\end{aligned}$$

where $C_x=\cos(k_xa/2)$, and likewise for $y$ and $z$. Its minima are at L.

Near $\mathbf k=(\pi/a)(1,1,1)+\mathbf q$, one has $C_x\simeq-q_xa/2$ and $\cos k_xa\simeq-1+q_x^2a^2/2$. Hence

$$E\simeq-6h_2+h_2a^2q^2+h_1a^2(q_xq_y+q_yq_z+q_zq_x).$$

The last bracket is $q^2$ along the valley axis and $-q^2/2$ across it. The coefficients of $a^2q^2$ are therefore $100-50=50$ meV along the axis and $100+25=125$ meV across it. Mass is inversely proportional to this coefficient, so the valley is $125/50=2.5$ times heavier along its axis. In germanium this ratio is about 20.

The donor adds the smooth potential $-200\ \text{meV}/\sqrt{r^2/a^2+1}$ and a central-cell term with $W=100$ meV. The Hamiltonian was diagonalized numerically in a periodic cube of side $8a$, with 2048 sites. This cube is too small to give the energies of an isolated donor: at side $12a$ the singlet and triplet lie at $-64.30$ and $-58.46$ meV, instead of the values below, and at side $24a$ at $-63.95$ and $-57.82$ meV, within 0.04 meV of their values at side $16a$. The splitting of the isolated model donor is thus about 6.1 meV, not the 4.16 meV found below. The numbers that follow therefore describe the donor in the cube of side $8a$. The relation between coupling and splitting holds at every size, because the cube keeps the site symmetry. The site symmetry of this lattice is cubic and contains the tetrahedral operations used above.

Measured from the band minimum, the lowest level is at $-69.39$ meV. The next three coincide at $-65.23$ meV, and the fifth is far above them, at $-22.69$ meV. The singlet–triplet splitting is

$$-65.23-(-69.39)=4.16\ \text{meV},$$

or $1.53\times10^{-4}$ hartree.

To find the coupling, four trial functions, each an L-point wave times $e^{-r/a}$, were projected onto the four lowest eigenvectors and orthonormalized symmetrically. Each resulting state belongs clearly to one valley: 99.6% of its Fourier weight lies nearer to its own L point than to the other three. Since these states span the four eigenvectors, their $4\times4$ matrix must reproduce the four levels. The site symmetry also makes its pair elements equal, so the numbers illustrate the relation rather than test it independently. All pair elements are $-1.04$ meV, and the diagonal elements are $E_0=-66.27$ meV. With $v=1.04$ meV,

$$\begin{aligned}
E_0-3v&=-66.27-3.12=-69.39\ \text{meV},\\
E_0+v&=-66.27+1.04=-65.23\ \text{meV},\\
4v&=4.16\ \text{meV}.
\end{aligned}$$

With $W=0$, the coupling in this cube is only 0.007 meV, and the triplet is again at $-65.23$ meV. The small coupling depends on the size of the cube: at side $12a$ it is 0.065 meV, against 1.46 meV with $W=100$ meV, and at side $24a$ it is 0.071 meV, against 1.53 meV. In all these cubes most of the splitting comes from the central-cell term.

The smooth donor has $\varphi(0)^2=0.00668$. For $W=1$ meV, the first-order singlet shift is $-4(1)(0.00668)=-0.0267$ meV, and diagonalization gives $-0.0268$ meV. For $W=100$ meV, the first-order value is $-2.67$ meV, but diagonalization gives $-4.13$ meV. The first-order estimate is too small in magnitude by 35% of the computed shift.

The reason is visible in the singlet's weight on the donor site. For a normalized eigenstate, $dE_S/dW=-|\psi_S(0)|^2$. This weight is $4(0.00668)=0.0267$ at $W=0$ and has grown to 0.0627 at $W=100$ meV. The computed shift corresponds to a mean weight of $4.13/100=0.0413$, between the two. First-order theory keeps the initial weight throughout. The relation $E_T-E_S=4v$ survives this change, because the symmetry does; it is the estimate of $v$ that fails.

## When the site loses its symmetry

Add the same attraction of 100 meV on one neighbouring site, at $(a/2)(1,1,0)$. The pair elements now range from $-1.83$ to $-0.36$ meV, and the four levels are at $-69.43$, $-67.95$, $-65.23$ and $-65.23$ meV. The triplet has split into one level and a pair.

The unmoved pair can be identified. In this lattice, the mirror planes $z=0$ and $x=y$ contain both attracting sites. The first exchanges valleys 1 and 4 and also valleys 2 and 3, up to reversals of the axes; the second exchanges only valleys 2 and 3. The combination $\varphi_1-\varphi_4$ is odd under the first mirror, and $\varphi_2-\varphi_3$ is odd under both. Each therefore vanishes on both sites and keeps the old triplet energy.

The other two levels depend on the signs of the valley waves at the neighbour. There $\mathbf k_i\cdot\mathbf r$ is $\pi$, $0$, $0$ and $-\pi$ for valleys 1 to 4, so the amplitudes have the form $(-b,c,c,-b)$ with $b,c>0$. The old singlet has amplitude $(2c-2b)/2=c-b$, a partial cancellation. The combination $\tfrac12(-\varphi_1+\varphi_2+\varphi_3-\varphi_4)$, formerly in the triplet, has amplitude $b+c$. To leading order in the added term, the latter must therefore be lowered more. The computed levels follow this pattern: the lowest moves by 0.04 meV, while the second ends 2.73 meV below the old triplet. The leading-order argument gives the ordering but not the size: with $b=0.063$ and $c=0.073$, its shifts are only 0.01 and 1.9 meV. No single coupling describes this spectrum, and one quarter of a level distance no longer has the meaning it had at the symmetric site.
